# Solute Diffusion with Very Fast Vacancy Exchange in an fcc Crystal

## Problem

A dilute solute in an fcc crystal moves only by changing places with a neighbouring vacancy. The cubic edge is $a$, and the vacancy site fraction far from any solute is $C_v$. Five rates, each for one individual jump, describe the vacancy:

- $w_2$: exchange with the solute;
- $w_1$: rotation, from one nearest neighbour of the solute to another;
- $w_3$: dissociation, from a nearest neighbour to a site outside that shell;
- $w_4$: association, the reverse of dissociation;
- $w_0$: every other jump.

The jumps have no memory beyond the present vacancy position. Vacancies are dilute and in local equilibrium, and the solute attracts them, with binding energy $B$, in its first shell only. The algebra uses atomic units, and $T$ denotes the thermal energy.

Find the solute diffusivity $D$. What happens when $w_2\to\infty$ with the other four rates and $C_v$ held fixed, and which jumps then control the motion?

Evaluate the result for a 600 s anneal at 500 K, with $a=4.0$ Å and an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$ for every jump. The vacancy formation energy is 0.70 eV, $B=0.20$ eV, and the barriers for $w_0,\dots,w_4$ are 0.60, 0.70, 0.30, 0.75 and 0.55 eV. These are round model inputs.

## First estimate by scaling

Let $p$ be the probability that a given nearest neighbour of the solute is vacant. In equilibrium, association and dissociation balance on each bond, $C_vw_4=pw_3$, so

$$p=C_v\frac{w_4}{w_3},\qquad \frac{w_4}{w_3}=e^{B/T}.$$

If successive exchanges were independent, the solute would jump at the total rate $12pw_2$. The squared jump length is $a^2/2$, and a three-dimensional random walk would give

$$D_{\rm free}=\frac16(12pw_2)\frac{a^2}{2}=a^2pw_2 .$$

This grows without limit. For fast exchange it is a poor estimate, because the vacancy left behind usually takes the solute straight back.

A better picture treats the solute and vacancy as a dumbbell. Before anything else happens, the solute has visited both ends many times, so its mean position is the midpoint. Lasting motion requires a change of the dumbbell.

A rotation moves one end by a nearest-neighbour distance and the midpoint by half of that, a squared displacement of $a^2/8$. Each vacancy position on the shell has four neighbours that also lie on the shell, so the rotation rate is $4w_1$. A solute is paired with probability $12p$, and the contribution is

$$\frac16(12p)(4w_1)\frac{a^2}{8}=a^2pw_1 .$$

The other seven jumps break the pair. Dissociation fixes the solute at one end, half a bond from the old midpoint. A later association creates a new midpoint, again half a bond away. If the two displacements are independent, their squares add to $a^2/4$. Captures are as frequent as dissociations in equilibrium, so the contribution is

$$\frac16(12p)(7w_3)\frac{a^2}{4}=\frac72a^2pw_3 .$$

The estimate is therefore

$$D_{\rm est}=a^2p\left(w_1+\frac72w_3\right).$$

It is finite and does not contain $w_2$. It ignores the fact that a dissociated vacancy may return to the side it left.

For the numbers, $C_v=8.80\times10^{-8}$ and $w_4/w_3=103.7$, hence $a^2p=1.460\times10^{-4}$ Å$^2$. With $w_1=8.80\times10^5\ \mathrm{s^{-1}}$ and $w_3=2.76\times10^5\ \mathrm{s^{-1}}$,

$$D_{\rm est}=1.460\times10^{-4}\,(8.80+9.65)\times10^5\approx269\ \text{Å}^2/\mathrm{s}.$$

## Exact solution of the model

**Expected future displacement.** Let $\mathbf s$ be the vacancy position relative to the solute, and let $\boldsymbol\eta(\mathbf s)$ be the mean total solute displacement that this vacancy will still cause. It tends to zero far away, because a distant vacancy in three dimensions is unlikely ever to reach the solute.

Symmetry fixes its direction on the first shell. Take $\mathbf s=(a/2)(1,1,0)$. Reflection $z\to-z$ leaves $\mathbf s$ unchanged, so $\eta_z=0$. Interchange of $x$ and $y$ also leaves it unchanged, so $\eta_x=\eta_y$. Thus $\boldsymbol\eta$ is parallel to $\mathbf s$. The twelve shell sites are equivalent, so one number $h$ serves them all:

$$\boldsymbol\eta(\mathbf s)=h\mathbf s .$$

The expected future displacement obeys a balance: for each vacancy position, the sum over jumps of rate times (immediate solute displacement plus change in $\boldsymbol\eta$) is zero. On the shell there are three kinds of term.

*Exchange.* The solute moves by $\mathbf s$, and the vacancy is then at $-\mathbf s$. The term is

$$w_2[\mathbf s+\boldsymbol\eta(-\mathbf s)-\boldsymbol\eta(\mathbf s)]=w_2(1-2h)\mathbf s .$$

*Rotation.* In units of $a/2$, the shell neighbours of $(1,1,0)$ are $(1,0,\pm1)$ and $(0,1,\pm1)$. Their sum is $(2,2,0)=2\mathbf s$, so

$$w_1h\sum_{\mathbf s'}(\mathbf s'-\mathbf s)=w_1h(2-4)\mathbf s=-2w_1h\mathbf s .$$

*Dissociation.* Outside the shell write $\boldsymbol\eta=h\mathbf g$, with $\mathbf g=\mathbf s$ on the shell and $\mathbf g\to0$ far away. Jumps from an outside site $\mathbf u$ do not move the solute, so

$$\sum_{\mathbf u'}k(\mathbf u\to\mathbf u')[\mathbf g(\mathbf u')-\mathbf g(\mathbf u)]=0,$$

where $k=w_4$ for a jump to the shell and $k=w_0$ otherwise. Dividing by $w_0$ shows that $\mathbf g$ depends only on $w_4/w_0$. Define $F$ by a sum over the seven exits from $\mathbf s$:

$$7F\mathbf s=\sum_{\mathbf u}[\mathbf s-\mathbf g(\mathbf u)] .$$

The sum is parallel to $\mathbf s$ by the symmetry used above. The dissociation term is then $-7Fw_3h\mathbf s$.

Adding the three terms gives

$$w_2-(2w_2+2w_1+7Fw_3)h=0,\qquad h=\frac{w_2}{2w_2+2w_1+7Fw_3}.$$

**Diffusivity.** The mean square displacement contains the square of each jump plus twice its product with all later jumps. Exchanges from shell site $\mathbf s$ occur at the rate $pw_2$. After one, the expected later displacement is $\boldsymbol\eta(-\mathbf s)=-h\mathbf s$. Other vacancies approach from all sides alike and add no mean displacement. Along $x$,

$$2D=pw_2\sum_{\mathbf s}(s_x^2-2hs_x^2)=pw_2(1-2h)\sum_{\mathbf s}s_x^2 .$$

Eight of the twelve sites have $s_x^2=a^2/4$ and four have zero, so the last sum is $2a^2$. Hence $D=a^2pw_2f$ with $f=1-2h$. Inserting $h$,

$$f=\frac{2w_1+7Fw_3}{2w_2+2w_1+7Fw_3}=\frac{R}{w_2+R},\qquad R=w_1+\frac72Fw_3,$$

and therefore

$$\boxed{D=a^2C_v\frac{w_4}{w_3}\,\frac{w_2R}{w_2+R}} .$$

**The limit.** As $w_2\to\infty$, the fraction tends to $R$:

$$D_\infty=a^2C_v\frac{w_4}{w_3}\left(w_1+\frac72Fw_3\right).$$

The exchange rate diverges, but $f$ falls as $R/w_2$, and the product stays finite. The same result can be written as

$$\frac1D=\frac1{a^2pw_2}+\frac1{a^2pR}.$$

Exchange acts in series with the combined supply of new jump directions, while rotation and dissociation add in parallel within that supply. Either one alone keeps $D_\infty$ positive. The limit vanishes only if both are shut off at fixed $p$. Half the limiting value is reached at $w_2=R$.

Since $w_4=w_3e^{B/T}$, the second part also equals $\tfrac72Fa^2C_vw_4$. At fixed binding, describing it as limited by dissociation or by association is the same statement.

**Meaning and bounds of $F$.** The equation for $\mathbf g$ says that its value at $\mathbf u$ is the mean position at which a vacancy starting there first returns to the shell, with zero entered if it never returns. Since all shell sites are equally far from the solute, the definition of $F$ becomes

$$F=1-\langle\cos\theta\rangle_{\rm ret},$$

where $\theta$ is the angle between the sites of departure and return, and permanent escape counts as zero. $F$ is therefore not simply an escape probability: a return at right angles does not reduce it.

For bounds, take the $x$ component $g$ and consider

$$E[g]=\sum_{\text{shell–outside}}(s_x-g_u)^2+\frac{w_0}{w_4}\sum_{\text{outside–outside}}(g_u-g_{u'})^2,$$

where each bond counts once. Setting the derivative with respect to $g_u$ to zero reproduces the outside equation, so the true $g$ minimizes $E$. Multiplying that equation by $g_u$ and summing gives

$$\frac{w_0}{w_4}\sum(g_u-g_{u'})^2=\sum(s_x-g_u)g_u .$$

Substitution into $E$ leaves

$$E_{\min}=\sum(s_x-g_u)s_x=7F\sum_{\mathbf s}s_x^2=14Fa^2 .$$

Raising $w_4/w_0$ lowers the weight of the second, non-negative sum, so $F$ decreases.

The trial field $g=0$ gives $E=14a^2$. It does not solve the outside equation, so $F<1$. This value is approached when $w_4/w_0\to0$ and departing vacancies are not recaptured.

For the lower bound, drop the second sum. Each outside site next to the shell then takes the mean $s_x$ of its shell neighbours. In units of $a/2$, the seven exits from $(1,1,0)$ have these means:

- $(2,2,0)$ and $(2,0,0)$: 1 each;
- $(0,2,0)$: 0;
- $(2,1,1)$ and $(2,1,-1)$: 1 each;
- $(1,2,1)$ and $(1,2,-1)$: $\tfrac12$ each.

They add to 5, so $7F=7-5=2$. The dropped sum is positive for the true field, and hence

$$\frac27<F<1,\qquad a^2p(w_1+w_3)<D_\infty<a^2p\left(w_1+\frac72w_3\right)$$

for $w_3>0$. Even when departing vacancies are recaptured at once, dissociation still turns the pair. Numerical solution of the outside equation gives $F=0.99996$ at $w_4/w_0=10^{-4}$ and 0.28586 at $10^4$, close to the two limits.

**A second case: all rates equal.** Here $F$ follows from an integral. Extend $g$ over the perfect lattice, with $g(0)=0$ by antisymmetry. At a shell site, the sum of $g(\mathbf s)-g(\mathbf n)$ over all twelve neighbours is $(1+2+7F)s_x$, from the origin, the shell and the outside respectively. At all other sites it is zero. Thus $g$ is the response to a source $(3+7F)s_x$ on the shell. A Fourier transform gives $3+7F=1/G$, where

$$G=\left\langle\frac{\left|\sum_{\mathbf s}s_xe^{i\mathbf k\cdot\mathbf s}\right|^2}{\left(\sum_{\mathbf s}s_x^2\right)\left(12-\sum_{\mathbf s}\cos\mathbf k\cdot\mathbf s\right)}\right\rangle_{\mathbf k}$$

and the average runs over the Brillouin zone. The integral yields $F=0.735898$, and direct solution of the outside equation gives the same six digits. The correlation factor is $f=(2+7F)/(4+7F)=0.7815$. With equal rates, back-jumps remove about a fifth of the uncorrelated diffusivity.

**Numbers for the anneal.** The rates give $w_4/w_0=3.19$, for which the outside equation gives $F=0.5427$. It was solved in periodic cells of 12 and 16 cubic edges per side, with the leading size error removed. Using 8 and 12 edges instead changes $F$ by about $3\times10^{-6}$. Then

$$R=8.80\times10^5+3.5(0.5427)(2.76\times10^5)=1.40\times10^6\ \mathrm{s^{-1}} .$$

Rotation contributes 128 Å$^2$/s and dissociation 76 Å$^2$/s. Their sum is

$$D_\infty=205\ \text{Å}^2/\mathrm{s}=2.05\times10^{-14}\ \mathrm{cm^2/s}.$$

The actual exchange rate, $9.47\times10^9\ \mathrm{s^{-1}}$, is so far above $R$ that $D$ lies only 0.015% below $D_\infty$. The root-mean-square displacement along one axis is $\sqrt{2Dt}=496$ Å, or about 50 nm.

**A direct test.** The formula was compared with the decay rate of a long solute density wave, found by diagonalizing the full jump equations for one solute and one vacancy. The periodic cell had four cubic edges per side, and the formula used $p$ and $F$ for that same cell. With the example's other rate ratios, raising $w_2/w_0$ from 0.1 to 10, 100 and $10^4$ raised $D/D_\infty$ from 0.3856 to 0.9843, 0.9984 and 0.99998. The direct and derived values agree to all six printed decimals. A case without rotation, with $w_2=50$, $w_3=0.7$ and $w_4=1.5$ in units of $w_0$, agrees within 5 parts in $10^5$.

## Comparison of the estimate and the solution

The uncorrelated formula gives $1.38\times10^6$ Å$^2$/s, too large by a factor of about 6700. The dumbbell estimate, 269 Å$^2$/s, exceeds the exact model result by 31%. All of that error lies in the dissociation part.

The rotation part is already exact in the fast limit. Between rotations the solute is equally likely to be at either end, so the next midpoint displacement averages to zero whatever the previous one was. A permanently bound pair confirms this. There $p=1/12$, so the expected value of $D/(a^2w_1)$ is $1/12=0.08333$. Diagonalization with $w_2/w_1=10^4$ gives 0.083325, which is $1/12$ times the finite-exchange factor $w_2/(w_2+w_1)$.

The dissociation estimate can be repaired in the same picture. If the vacancy leaves from $\mathbf s$ and returns at $\mathbf s'$, the midpoint moves by $(\mathbf s'-\mathbf s)/2$. Its squared length is $(a^2/4)(1-\cos\theta)$, instead of the assumed $a^2/4$. Averaging, with permanent escape counted as $\cos\theta=0$, multiplies the estimate by $F$. Here that lowers it from 141 to 76 Å$^2$/s.

The temperature dependence also shows which jumps matter. Uncorrelated exchange would have an activation energy of $0.70-0.20+0.30=0.80$ eV. The limiting value has 1.22 eV, and the exchange barrier does not enter it. The rotation part contributes $0.70-0.20+0.70=1.20$ eV, and the dissociation part $0.70-0.20+0.75=1.25$ eV before the temperature dependence of $F$ is included. Weighted by their shares, these give 1.219 eV. The remaining 0.005 eV comes from $F$, which rises on heating because $w_4/w_0$ falls.

**Conditions of validity.** The anneal must be long enough for each solute to meet many vacancies. The capture rate per solute is $12p\times7w_3=84C_vw_4\approx211\ \mathrm{s^{-1}}$, so there are about $10^5$ captures in 600 s. Some are returns of the same vacancy, but the number of different vacancies is still large. The exchange must also remain a sequence of separate jumps. Here $w_2$ is about $10^{-3}$ of the attempt frequency. As the barrier disappears this separation fails, and the mathematical limit no longer describes a real exchange.

**Relation to a real anneal.** The inputs are illustrative and represent no particular alloy. The low exchange barrier was chosen to reach the fast regime. The absolute value of $D$ is much less certain than its arithmetic. A formation entropy of one Boltzmann constant multiplies it by 2.7, and an error of 0.05 eV in the formation energy changes it by a factor of 3.2. If the curvature of every barrier corresponds to the attempt frequency, the leading tunnelling correction adds about 4%; a flatter barrier gives less, and quantum corrections to the vibrations before the jump are not included. Strengthening all jump paths that touch second-neighbour sites by a factor of 1.79, to represent a 0.05 eV attraction there with each adjoining saddle point lowered by half as much, adds about 9%.

One assumption that can fail after implantation is vacancy equilibrium. Free vacancies diffuse with diffusivity $a^2w_0$, so an initial excess site fraction of $10^{-5}$, draining to a sink at distance $L=2000$ Å, lasts roughly $L^2/(a^2w_0)\approx0.03$ s. During that time $D$ is raised about a hundredfold, which adds only of order 1% to $Dt$ over 600 s. This requires the excess to be confined within about $L$ of sinks. If it extends much deeper than a single planar sink, it decays only as $t^{-1/2}$ and nearly doubles $Dt$. It also requires a very dilute solute. Trapping lengthens the drain time by the factor $1+12c\,e^{B/T}$ for solute fraction $c$, which is 1.12 at $c=10^{-4}$ but about 13 at $c=10^{-2}$. If damage clusters instead maintained that excess of free vacancies throughout the anneal, $D$ would be about 115 times larger, since it is proportional to $C_v$. The limit found here concerns exchange at a fixed vacancy supply; it does not cap diffusion when that supply increases. The remaining estimates are in the numerical output.

## Computed values

```
Cubic edge: 4.0 angstrom
Temperature: 500 K; thermal energy: 0.04309 eV
Anneal time: 600 s; attempt frequency: 1.0e+13 1/s
Vacancy formation, binding: 0.70, 0.20 eV
Barriers w0 to w4: 0.60, 0.70, 0.30, 0.75, 0.55 eV
Rate w0: 8.9591e+06 1/s
Rate w1: 8.7965e+05 1/s
Rate w2: 9.4653e+09 1/s
Rate w3: 2.7563e+05 1/s
Rate w4: 2.8592e+07 1/s
Vacancy site fraction: 8.7965e-08
Binding factor w4/w3: 103.732
Association ratio w4/w0: 3.1914
Escape factor F: 0.54268
F shift, cells 8/12 to 12/16: -2.92e-06
Half-saturation exchange rate R: 1.4032e+06 1/s
Correlation factor at example w2: 1.4822e-04
Rotation part of ceiling: 128.426 angstrom^2/s
Dissociation part of ceiling: 76.434 angstrom^2/s
Rotation share of ceiling: 62.69 percent
Ceiling D: 204.859 angstrom^2/s = 2.0486e-14 cm^2/s
D at example w2: 204.829 angstrom^2/s
D without correlation: 1.3819e+06 angstrom^2/s
Overestimate without correlation: factor 6746.6
Apparent activation energy of ceiling: 1.2240 eV
One-axis rms displacement: 495.78 angstrom = 49.58 nm
Cell test: w2/w0, direct D/ceiling, formula D/ceiling
  0.1, 0.385606, 0.385606
  1.0, 0.862566, 0.862566
  10.0, 0.984317, 0.984317
  100.0, 0.998409, 0.998409
  10000.0, 0.999984, 0.999984
Bound pair D/(a^2 w1), fast exchange: 0.083325
Equal rates: F integral 0.735898, F cells 0.735898
Equal rates: correlation factor 0.781451
F at w4/w0 = 1e-4 and 1e4: 0.999956, 0.285860
Finite-exchange deficit: 0.0148 percent
Exchange rate/attempt frequency: 9.465e-04
Barrierless exchange deficit: 1.40e-05 percent
Wigner tunnelling increase per rate: 3.84 percent
Formation entropy of 1 kB: D factor 2.718
Second-shell energy: 0.05 eV; bond factor: 1.786
Second-shell change in ceiling: 8.95 percent
Solute site fraction: 1.0e-04
Another solute beside a pair: 0.18 percent
Trapped/free vacancy ratio: 0.1245
Divacancies/vacancies, 0.20 eV binding: 5.47e-05
Initial excess vacancies: 1.0e-05; sink depth: 2000 angstrom
Excess-vacancy drain time: 0.0314 s
Transient addition to D times time: 0.595 percent
Transient drift for unit drag ratio: 0.365 angstrom
```
